# Separating pyroelectric and release currents in a film under sinusoidal heating

## 1. The simplest case

A ferroelectric film of area $A$ lies between two electrodes joined through an ammeter. Its temperature is

$$T(t)=T_0+\theta\sin\omega t .$$

Suppose that its polarization is linear in temperature, $P=P_0+p\,(T-T_0)$. The charge that $P$ binds on an electrode is $AP$, so the meter reads

$$i_p=A\frac{dP}{dt}=Ap\frac{dT}{dt}=Ap\,\omega\theta\cos\omega t .$$

Suppose also that traps in the film release charge at a rate set by the present temperature, $j_r=j_0+G\,(T-T_0)$ per unit area. This adds

$$i_r=Aj_0+AG\theta\sin\omega t .$$

The first current follows the rate of change of temperature, the second follows temperature itself. They are a quarter period apart, so one record yields both $p$ and $G$.

It matters what is in phase with temperature. Here it is the release *rate*, which is a current. The pyroelectric *charge* $AP$ also has an oscillating part in phase with temperature, and for that reason its current is in quadrature. If the amount of charge released from traps followed temperature, its current would be in quadrature too and would be counted as pyroelectricity. The separation therefore rests on a condition on the traps, derived in parts 5 and 6.

## 2. What the ammeter measures

Let $z$ run from the bottom electrode ($z=0$) to the top one ($z=d$), and count current into the bottom electrode as positive. Inside the film $D=\varepsilon E+P$, and mobile charge carries a current density $j_c(z,t)$. By Gauss's law the bottom electrode holds the charge $D(0,t)$ per unit area. It gains charge from the circuit and loses $j_c(0,t)$ to the film, so

$$\frac iA=j_c(0,t)+\frac{\partial D}{\partial t}(0,t).$$

The same sum holds at every $z$. From $\partial D/\partial z=\rho$ and charge conservation, $\partial\rho/\partial t+\partial j_c/\partial z=0$,

$$\frac{\partial}{\partial z}\left(j_c+\frac{\partial D}{\partial t}\right)=\frac{\partial j_c}{\partial z}+\frac{\partial\rho}{\partial t}=0 .$$

We may therefore average over the thickness. For $\varepsilon$ uniform in space,

$$\frac iA=\langle j_c\rangle+\frac{d\langle P\rangle}{dt}+\frac{d}{dt}\left(\frac{\varepsilon}{d}\int_0^dE\,dz\right).$$

The short circuit fixes the integral at the built-in voltage $V_{in}$, which is zero for identical electrodes and is taken here as independent of temperature. The last term is then $(V_{in}/d)\,d\varepsilon/dt$. I drop it now and size it in part 9.

Trapped charge enters through $\langle j_c\rangle$. A sheet $\sigma$ per unit area moving at velocity $v$ contributes $\sigma v/d$, so a complete crossing delivers $\sigma$ to the circuit and a partial one delivers the fraction of the thickness travelled. Below, $q$ denotes the external charge per unit area still to be delivered, with this fraction included. Transit after release is taken as fast compared with the heating cycle, so that $\langle j_c\rangle=j_r=-dq/dt$.

The coefficient $p=dP/dT$ is defined at zero applied voltage for a film clamped to its substrate. It includes the strain that the substrate imposes, and it is not the coefficient of a free crystal.

## 3. Separation at any amplitude

Let $p(T)$ and $j_r(T)$ now be arbitrary smooth single-valued functions. Write the fundamental of the current as $S\sin\omega t+C\cos\omega t$. With period $t_p=2\pi/\omega$,

$$S=\frac2{t_p}\int_0^{t_p}i\sin\omega t\,dt,\qquad C=\frac2{t_p}\int_0^{t_p}i\cos\omega t\,dt .$$

For the release current in the cosine channel, use $dT=\omega\theta\cos\omega t\,dt$:

$$C_r=\frac{2A}{t_p}\int_0^{t_p}j_r(T)\cos\omega t\,dt=\frac{2A}{t_p\,\omega\theta}\oint j_r(T)\,dT=0 .$$

The loop integral vanishes because a single-valued $j_r(T)$ has a primitive function, which returns to its initial value when $T$ does.

For the pyroelectric current in the sine channel, use $\sin\omega t=(T-T_0)/\theta$:

$$S_p=\frac{2A}{t_p}\int_0^{t_p}p(T)\frac{dT}{dt}\sin\omega t\,dt=\frac{2A}{t_p\,\theta}\oint(T-T_0)\,p(T)\,dT=0 .$$

Curvature of $P(T)$ or $j_r(T)$ thus creates harmonics but does not mix the two channels at the fundamental. What would mix them is memory: a release rate that depends on the history of $T$.

Curvature does change what the cosine channel reads. With $x=\omega t$,

$$C=\frac{A\omega\theta}{\pi}\int_0^{2\pi}p(T_0+\theta\sin x)\cos^2x\,dx .$$

The rising and falling halves of the cycle contribute equally. On the rising half put $u=\sin x$, so that $\cos^2x\,dx=\sqrt{1-u^2}\,du$. Then $C=A\omega\theta\,p_{\rm eff}$ with

$$p_{\rm eff}=\frac2\pi\int_{-1}^{1}p(T_0+\theta u)\sqrt{1-u^2}\,du .$$

For constant $p$ the integral is $\pi p/2$ and $p_{\rm eff}=p$. Expanding $p$ about $T_0$, the linear term vanishes by symmetry. Since $\int_{-1}^1u^2\sqrt{1-u^2}\,du=\pi/8$,

$$p_{\rm eff}\simeq p+\tfrac18\,p''\theta^2 .$$

A severe test used $P\propto\sqrt{1-T/330\,\mathrm K}$ with $T_0=300$ K and $\theta=20$ K. The integral gave $p_{\rm eff}/p=1.051$, in agreement with direct projection of the current, and the pyroelectric sine channel vanished to numerical accuracy.

## 4. Small amplitude

To first order in $\theta$, $j_r=j_r(T_0)+(dj_r/dT)\,\theta\sin\omega t$, and therefore

$$\boxed{C=Ap\,\omega\theta,\qquad S=A\,\frac{dj_r}{dT}\,\theta .}$$

For $p>0$ the pyroelectric current leads temperature by 90°. For $p<0$ it lags by 90°. Here $P$ is the component along $+z$, so reversing the polarization reverses the sign of $p$.

The channels also differ in their frequency dependence: $C$ is proportional to $\omega$, while $S$ is independent of it. With these formulas, the total amplitude $\sqrt{S^2+C^2}$ divided by $A\omega\theta$ overestimates $|p|$ whenever $S\ne0$.

A nonzero $S$ does not by itself identify traps. Leakage driven by a small offset voltage of the meter is also a function of the present temperature, and it falls in the same channel.

## 5. Traps that slowly empty

At zero voltage and uniform temperature a film in equilibrium carries no steady current. A lasting release current therefore means that a stored, nonequilibrium charge is running out. Take a single trap depth $E$ without retrapping:

$$\frac{dq}{dt}=-e(T)\,q,\qquad j_r=e(T)\,q,\qquad e(T)=\nu\,e^{-E/kT}.$$

Here $j_r$ depends on $q$, hence on history, and the loop argument no longer applies as it stands. To find the error, expand the emission rate, taking $\nu$ as constant. (A prefactor $\nu\propto T^2$, as for emission into a band, would add $2/T_0$ to the coefficient $a$ below, about 6 % for the values of part 8.) Since then $d\ln e/dT=E/kT^2$,

$$e\simeq e_0(1+a\theta\sin\omega t),\qquad e_0=e(T_0),\qquad a=\frac{E}{kT_0^2}.$$

With initial charge $q_s$, integrating the rate equation gives

$$q=q_s\exp\left[-e_0t-\frac{e_0a\theta}{\omega}(1-\cos\omega t)\right]
\simeq q_se^{-e_0t}\left[1-\frac{e_0a\theta}{\omega}(1-\cos\omega t)\right].$$

Multiply by $e(T)$, keep first order in $\theta$, and write $\bar q(t)=q_se^{-e_0t}$:

$$j_r\simeq\bar q\,e_0\left[1-\frac{e_0a\theta}{\omega}+a\theta\left(\sin\omega t+\frac{e_0}{\omega}\cos\omega t\right)\right].$$

The oscillating release leads temperature by a small angle, about $e_0/\omega$. Relative to their average decay, the traps are slightly fuller on the rising half of the cycle than at the same temperature on the falling half, which moves the peak of the release forward. The cosine part, $A\bar qe_0a\theta\,(e_0/\omega)$, is read as pyroelectricity. Dividing it by $A\omega\theta$ gives the false coefficient

$$\delta p=\bar q\,a\,\frac{e_0^2}{\omega^2}.$$

The oscillating parts separate well when $e_0\ll\omega$, so that the release is nearly in phase, and $\delta p\ll|p|$. The second condition needs its own check: with the values of $\bar q$, $a$ and $p$ used in part 8, a ratio $e_0/\omega=0.05$ would already make $\delta p$ about 10 % of $|p|$.

**The decaying background.** The steady part $j_{dc}=\bar qe_0$ falls roughly as $j_{dc}(1-e_0t)$, and a linear drift is not orthogonal to a sine. Over $N$ whole periods starting at $t=0$, integration by parts gives

$$\int_0^{Nt_p}t\sin\omega t\,dt=-\frac{Nt_p}{\omega}.$$

Plain projection therefore adds

$$\frac{2}{Nt_p}\,(-e_0j_{dc})\left(-\frac{Nt_p}{\omega}\right)=\frac{2e_0j_{dc}}{\omega}$$

to the sine channel. Relative to the true in-phase amplitude $j_{dc}a\theta$ this is $2e_0/(\omega a\theta)$, which need not be small. If the record starts a quarter period later, the same drift contaminates the cosine channel instead. The background must be fitted together with the oscillation.

## 6. Charge whose amount follows temperature

Now let traps exchange charge reversibly. The released charge $r$ per unit area relaxes with time constant $\tau$ towards a value proportional to the temperature change:

$$\tau\frac{dr}{dt}=\kappa\,(T-T_0)-r .$$

After the transient $e^{-t/\tau}$ has died out, put $r=\alpha_1\sin\omega t+\beta_1\cos\omega t$ and match coefficients:

$$\alpha_1-\omega\tau\beta_1=\kappa\theta,\qquad \beta_1+\omega\tau\alpha_1=0 .$$

Hence $\alpha_1=\kappa\theta/(1+\omega^2\tau^2)$ and $\beta_1=-\omega\tau\alpha_1$. The current is

$$A\frac{dr}{dt}=\frac{A\kappa\theta\,\omega}{1+\omega^2\tau^2}\left(\cos\omega t+\omega\tau\sin\omega t\right).$$

There are two limits.

- *Fast exchange, $\omega\tau\ll1$.* The charge follows temperature and the current is $A\kappa\omega\theta\cos\omega t$. The measurement returns $p+\kappa$, and no phase analysis at this frequency can divide the sum.
- *Slow exchange, $\omega\tau\gg1$.* The charge cannot follow. Its rate of release is proportional to temperature, and the current tends to $(A\kappa\theta/\tau)\sin\omega t$. This is the separable case, provided the remaining quadrature part, about $\kappa/(\omega\tau)^2$, is also small against $|p|$. For a large $\kappa$ it need not be: $\kappa=\bar qa\simeq210$ nC/(cm² K), the size set by the traps of part 8, would still add 2.1 nC/(cm² K) at $\omega\tau=10$.

In between, the apparent coefficient depends on frequency:

$$p_{\rm app}(\omega)=p+\frac{\kappa}{1+\omega^2\tau^2}.$$

For $\kappa=0.50$ nC/(cm² K) the addition to $p$ is 0.495 at $\omega\tau=0.1$, 0.250 at $\omega\tau=1$ and 0.005 at $\omega\tau=10$, in the same unit. A frequency sweep across $1/\tau$ reveals such charge. If $1/\tau$ lies far above every angular frequency at which the film can be heated uniformly, the sweep stays flat and $\kappa$ remains hidden in $p$.

## 7. An error in the phase reference

The separation is as good as the knowledge of the film's phase. Let the thermometer read $\theta\sin\omega t$ while the film follows as $\theta\sin(\omega t-\varphi)$. Then

$$i=S\sin(\omega t-\varphi)+C\cos(\omega t-\varphi).$$

Expanding both terms and collecting $\sin\omega t$ and $\cos\omega t$ gives the measured channels

$$S'=S\cos\varphi+C\sin\varphi,\qquad C'=C\cos\varphi-S\sin\varphi .$$

The smaller channel suffers most, because it receives a fraction $\sin\varphi$ of the larger one. Even with no release at all, a lag produces a false in-phase current $C\sin\varphi$. For a fixed small time lag, $\varphi\propto\omega$ and $C\propto\omega$, so this false current grows as $\omega^2$, whereas the in-phase release current of part 4 is independent of frequency.

## 8. Worked example: a hafnia capacitor

Take a 10 nm ferroelectric hafnium-zirconium oxide film with $A=0.010$ cm², at $T_0=300$ K, heated by $\theta=1.0$ K at 20 mHz for five cycles (250 s). Then $\omega=0.1257$ rad/s. Use $p=-5.00$ nC/(cm² K) and $P=20$ µC/cm² along $+z$. The model traps hold $q_s=2.0$ µC/cm², with $E=0.90$ eV and $\nu=10^{12}$ s⁻¹.

**Quadrature channel.**

$$C=0.010\times(-5.00\times10^{-9})\times0.1257\times1.0=-6.28\times10^{-12}\ \mathrm A=-6.28\ \mathrm{pA}.$$

**In-phase channel.** The trap parameters give $e_0=7.60\times10^{-4}$ s⁻¹ and $a=0.116$ K⁻¹. At the middle of the record, $t=125$ s, the remaining charge is $\bar q=2.0\,e^{-0.095}=1.82$ µC/cm². Hence

$$S=0.010\times1.82\times10^{-6}\times7.60\times10^{-4}\times0.116\times1.0\ \mathrm A\simeq1.60\ \mathrm{pA}.$$

**Recovery from a simulated record.** The current was generated from $P(T(t))$ and from numerical solution of the trap equation, without the small-amplitude formulas. It was fitted with a cubic background, a fundamental whose amplitudes may drift linearly, and a second harmonic. The mid-record amplitudes are $C=-6.273$ pA and $S=1.607$ pA. The result is

$$p=-4.99\ \mathrm{nC/(cm^2\,K)}=-49.9\ \mathrm{\mu C/(m^2\,K)}.$$

The shift from the input is the depletion error of part 5. With $e_0/\omega=0.0060$, the formula gives $\delta p=7.7$ pC/(cm² K), or 0.15 % of $|p|$, and its positive sign reduces the magnitude of a negative $p$.

The current stands 14.4° away from pure quadrature. Using its total amplitude would give $|p|=5.15$ nC/(cm² K), about 3 % too large. The error is modest because amplitudes in quadrature add as squares.

The background matters more. Plain projection of the drift would change $S$ by about $2\times0.0060/0.116\simeq10$ % if the record started at $T=T_0$ on the rising side.

**Doubling the frequency** with the record length held at 250 s gives $C=-12.56$ pA and $S=1.607$ pA. One channel doubles and the other stays, as part 4 requires.

**Comparison with a steady ramp.** Let a ramp pass 300 K at 0.1257 K/s, the peak rate of the sinusoid, with the same trap charge remaining. The pyroelectric current is $-6.28$ pA and the release current $A\bar qe_0$ is $+13.82$ pA. Their sum, taken for pyroelectric current, gives

$$p_{\rm ramp}=\frac{(-6.28+13.82)\times10^{-12}}{0.010\times0.1257}=+6.00\times10^{-9}\ \mathrm{C/(cm^2\,K)},$$

which has the wrong sign. The ramp sees the whole release current, while the sinusoid sees its modulation, smaller by the factor $a\theta=0.116$, and places that in the other channel.

## 9. The model beside a real device

The thickness, polarization and pyroelectric coefficient are rough typical values for ferroelectric hafnia films. The traps are a model: a real film may have a spread of depths. The shallower traps then empty early, and their decay can be too steep for the cubic background of part 8, which spoils the fitted $p$ as well as $S$. The record should therefore start only after this decay has become slow compared with the heating cycle. Waiting does not remove traps that exchange charge reversibly and fast; they enter $p$ as in part 6. The effects left out have these sizes for the example, given rough material and instrument values.

- *Lag between film and thermometer.* If the film lags the thermometer by 0.3 s, $\varphi=2.16°$. This changes $C$ by 0.9 % but $S$ by $-15$ %, from 1.61 to 1.37 pA (the case listed as thermometer lag in the output). If instead the thermometer lags the film, $\varphi$ is negative and $S$ comes out about 15 % too large. Of the effects sized here, this does most harm to the in-phase result.
- *Area expansion.* The charge is $AP$, so $A^{-1}d(AP)/dT=p+2\alpha P$. With the film tied to silicon, $\alpha=2.6\times10^{-6}$ K⁻¹, this adds 0.10 nC/(cm² K), or 2.1 % of $|p|$.
- *Built-in voltage.* The term dropped in part 2 adds $(V_{in}/d)\,d\varepsilon/dT$. For $V_{in}=0.05$ V, relative permittivity 30 and a fractional slope of $5\times10^{-4}$ K⁻¹, it is 0.066 nC/(cm² K), or 1.3 %. It is proportional to $V_{in}$, so strongly unlike electrodes can make it important. If $V_{in}$ itself varies with temperature, a further term $(\varepsilon/d)\,dV_{in}/dT$ appears, and a slope of only 0.025 mV/K would make it equally large.
- *Wafer.* For a wafer of thickness $L$ and diffusivity $D_{th}$, heated from below with no heat lost from the top, slow heating gives $D_{th}\,\partial^2T/\partial z^2\simeq dT/dt$. Two integrations give a time lag $L^2/2D_{th}$. For 0.5 mm and 0.8 cm²/s the phase is 0.011°.
- *Ammeter.* A resistance $R$ of 1 MΩ with the film's 26.6 nF gives a phase lag $\omega RC_{film}=0.19°$.
- *Curvature.* If $P$ vanished as a square root 400 K above $T_0$, $p_{\rm eff}$ would shift by less than $10^{-4}$ %. This curve serves only as a bound on the shape: with $P=20$ µC/cm² it has $p=-25$ nC/(cm² K). A square root matching both values of the example would vanish 2000 K above $T_0$ and shift $p_{\rm eff}$ still less.

Two assumptions deserve more caution. First, the trapped sheet causes a field step of at least 0.75 MV/cm, comparable with a coercive field of roughly 1 MV/cm. The polarization may then depend on the stored charge as well, $P=P(T,q)$. This adds the current density $(\partial P/\partial q)\,dq/dt=-(\partial P/\partial q)\,j_r$. If $\partial P/\partial q$ varies with temperature much more weakly than the emission rate does, the in-phase current is multiplied by $1-\partial P/\partial q$. In any case $S$ no longer measures the trapped charge directly. The same field can also lower the trap barrier, so that the emission rate changes as the traps empty. For a Coulomb trap at 0.75 MV/cm the Poole–Frenkel lowering is 0.12 eV even with relative permittivity 30, a factor of about 100 in the rate at 300 K, so the 0.90 eV of part 8 must be read as an effective depth in the field. The formulas of part 5 for the decay and for $S$ then no longer hold accurately. The cosine channel still reads $\partial P/\partial T$, apart from a tilt of the kind found in part 5. Barrier lowering can make this tilt several times larger, because the release current then falls more than in proportion to $q$. The coefficient itself may also drift as the traps empty.

Second, real films often have interface layers, so $\varepsilon$ is not uniform. For $\varepsilon(z)$ constant in time, divide the total current density of part 2 by $\varepsilon$ before integrating. The field term vanishes again, and

$$\frac iA=\frac{\int_0^d\varepsilon^{-1}\left(j_c+\partial P/\partial t\right)dz}{\int_0^d\varepsilon^{-1}dz}.$$

A non-polar layer of thickness $d_i$ and permittivity $\varepsilon_i$, in series with a ferroelectric of $d_f$ and $\varepsilon_f$, reduces the measured $p$ by the factor $(d_f/\varepsilon_f)/(d_f/\varepsilon_f+d_i/\varepsilon_i)$. If the layer is insulating, the phases are unchanged and the separation survives, but the coefficient obtained belongs to the stack and not to the ferroelectric alone. A layer whose charge leaks away in a time of order $1/\omega$ shifts the phase of the pyroelectric current and mixes the channels. A much leakier layer acts as part of the electrode. If the two permittivities change with temperature by different fractions, the depolarizing field adds a further quadrature term, which need not be small.

The remaining values are in the numerical output below.

## Computed values

```
Mean temperature 300 K, amplitude 1.0 K
Frequency 20 mHz, w = 0.1257 rad/s, 5 cycles
Record length 250 s, midpoint 125 s
Area 0.010 cm2, thickness 10 nm
Input p -5.00 nC/(cm2 K), P 20 uC/cm2
Trap charge 2.0 uC/cm2, depth 0.90 eV
Attempt rate 1.0e+12 1/s, emission rate e0 7.597e-04 1/s
Thermal sensitivity a = E/(k T0^2) 0.1160 1/K
Trap charge left at midpoint 1.819 uC/cm2
Quadrature C: formula -6.283 pA, fit -6.273 pA
In-phase S: formula 1.604 pA, fit 1.607 pA
p from quadrature fit -4.992 nC/(cm2 K)
p from quadrature fit -49.92 uC/(m2 K)
|p| from total amplitude 5.153 nC/(cm2 K)
Angle of current from pure quadrature 14.36 deg
At doubled frequency: C -12.562 pA, S 1.607 pA
Ramp rate 0.1257 K/s: pyro -6.28 pA, release 13.82 pA
Apparent p from ramp +6.00 nC/(cm2 K)
Depletion: e0/w 0.00605, fitted ratio 0.00606
Depletion: false p 7.71 pC/(cm2 K), 0.154 % of |p|
Exchange strength kappa 0.50 nC/(cm2 K)
  w*tau  0.1: adds 0.4950 to p; in-phase/w 0.0495 nC/(cm2 K)
  w*tau  1.0: adds 0.2500 to p; in-phase/w 0.2500 nC/(cm2 K)
  w*tau 10.0: adds 0.0050 to p; in-phase/w 0.0495 nC/(cm2 K)
Large-swing test: T0 300 K, amplitude 20 K, P zero at 330 K
Large-swing test: p_eff/p(T0) 1.0506
Thermometer lag 0.3 s = 2.16 deg
With lag: C -6.330 pA, S 1.369 pA
Lag changes C by +0.89 %, S by -14.8 %
Wafer 0.5 mm, diffusivity 0.8 cm2/s: lag 0.0112 deg
Capacitance 26.6 nF, meter 1 Mohm: phase 0.191 deg
Relative permittivity 30, its slope 5.0e-04 1/K
Built-in 0.05 V = 0.050 MV/cm: adds 0.066 nC/(cm2 K), 1.33 %
Area expansion (alpha 2.6e-06 1/K): adds 0.104 nC/(cm2 K), 2.08 %
Curved P(T), square-root zero 400 K above T0: p_eff shift 5.9e-05 %
Field step of trapped sheet, at least 0.75 MV/cm
```
